# Angular modes in the surface-diffusion stability of a solid cylinder

A thin metal wire held hot, but below its melting point, can change shape because atoms move along its surface. Surface energy favours a smaller area, and a long cylinder can reduce its area at fixed volume by developing necks and bulges. A real surface is also uneven around its circumference: its section may be oval, and its axis may be bent. The question is which of these departures grow and which disappear.

## Setting and theorem

Take an infinitely long solid cylinder of radius $R$, with coordinates $(\rho,\theta,z)$ about its axis, and write the disturbed surface as

$$\rho=R+\delta(\theta,z,t),\qquad |\delta|\ll R,$$

with small slopes $\delta_z$ and $\delta_\theta/R$. Subscripts $\theta,z,t$ on $\delta$ denote derivatives. The assumptions are:

1. The surface energy per area $\gamma$ and the surface mobility are isotropic.
2. Atoms move only along the surface. There is no evaporation or transport through the bulk.
3. The solid has no stress, electric current or grain boundaries.

The unit normal $\mathbf n$ points out of the solid, and $\kappa=\nabla\cdot\mathbf n$ is the sum of the principal curvatures, equal to $1/R$ on the cylinder. Define

$$B=\frac{D_s\gamma\Omega^2\nu}{k_BT},$$

where $\Omega$ is the atomic volume, $\nu$ the number of surface atoms per area, $T$ the temperature, and $D_s$ the mass-transport diffusivity per surface atom. Thus $D_s$ already includes the fraction of surface atoms that is mobile.

**Theorem.** To first order in $\delta$, a perturbation proportional to $\cos(m\theta)\cos(kz)$, with integer $m\ge0$ and $q=kR\ge0$, varies as $e^{\sigma t}$ with

$$\boxed{\sigma=-\frac{B}{R^4}(q^2+m^2)(q^2+m^2-1)}.$$

It grows if and only if $m=0$ and $0<q<1$. The mode $m=1$, $q=0$ is a neutral translation. Every mode with $m=1$, $q>0$ and every mode with $m\ge2$ decays.

Axial symmetry is therefore necessary for growth but not sufficient, since short axisymmetric waves with $q>1$ decay. Two other modes have zero rate. The mode $m=q=0$ changes the radius and is excluded at fixed volume. The mode $m=0$, $q=1$ is the stability boundary, where first-order theory does not decide the fate of a finite perturbation.

## Lemma 1: the law of motion

**Lemma.** The outward normal velocity is $v_n=B\nabla_s^2\kappa$, where $\nabla_s^2$ is the Laplacian on the surface.

**Proof.** Move a surface element $dA$ outward by a small distance $h$. Its area changes by $\kappa h\,dA$ and the solid gains the volume $h\,dA$, so the energy cost per added volume is $\gamma\kappa$. One atom adds the volume $\Omega$, so its chemical potential relative to a flat surface is

$$\mu=\gamma\Omega\kappa.$$

Atoms drift down the gradient of $\mu$. The mobility is $D_s/(k_BT)$, so the number crossing unit length of a line on the surface per unit time is

$$\mathbf J=-\frac{D_s\nu}{k_BT}\nabla_s\mu.$$

Where this flux converges, the solid gains $-\nabla_s\cdot\mathbf J$ atoms per area and time, each of volume $\Omega$. Hence

$$v_n=-\Omega\nabla_s\cdot\mathbf J
=\frac{D_s\nu\Omega}{k_BT}\nabla_s^2(\gamma\Omega\kappa)
=B\nabla_s^2\kappa.$$

The last step uses the uniformity of $\gamma$ and $D_s$. ∎

## Lemma 2: curvature to first order

**Lemma.** On the disturbed cylinder $\kappa=1/R+\kappa_1+O(\delta^2)$, with

$$\kappa_1=-\frac{\delta+\delta_{\theta\theta}}{R^2}-\delta_{zz}.$$

**Proof.** The surface is the zero level of $F=\rho-R-\delta(\theta,z,t)$. Its gradient is

$$\nabla F=\mathbf e_\rho-\frac{\delta_\theta}{\rho}\mathbf e_\theta-\delta_z\mathbf e_z,$$

and its length is $1+O(\delta^2)$, because the slopes enter squared. To first order $\mathbf n=\nabla F$. The divergence in cylindrical coordinates gives

$$\kappa=\frac1\rho\frac{\partial\rho}{\partial\rho}
-\frac1\rho\frac{\partial}{\partial\theta}\frac{\delta_\theta}{\rho}-\delta_{zz}
=\frac1\rho-\frac{\delta_{\theta\theta}}{\rho^2}-\delta_{zz}.$$

This must be evaluated at $\rho=R+\delta$. There $1/\rho=1/R-\delta/R^2+O(\delta^2)$, while $\rho$ may be replaced by $R$ in the term that already contains $\delta$. Collecting terms gives the lemma. ∎

The term $-\delta/R^2$ is the source of the instability. A neck has $\delta<0$, hence a larger hoop curvature and a higher chemical potential, which drives atoms away from it. The derivative terms oppose this for a wave: at a crest they raise the curvature and drive atoms out of the crest.

## Proof of the growth law

The surface moves radially at speed $\delta_t$. Its normal velocity is $v_n=\delta_t\,\mathbf e_\rho\cdot\mathbf n=\delta_t$ to first order. On the other side of the law of motion, the constant $1/R$ has zero surface Laplacian on any surface. Since $\kappa_1$ is already first order, the Laplacian acting on it may be that of the undisturbed cylinder:

$$\delta_t=B\left(\frac{\partial^2}{\partial z^2}+\frac1{R^2}\frac{\partial^2}{\partial\theta^2}\right)\kappa_1.$$

For $\delta\propto\cos(m\theta)\cos(kz)$ we have $\delta_{\theta\theta}=-m^2\delta$ and $\delta_{zz}=-k^2\delta=-(q^2/R^2)\delta$. Therefore

$$\kappa_1=-\frac{\delta-m^2\delta}{R^2}+\frac{q^2}{R^2}\delta
=\frac{q^2+m^2-1}{R^2}\delta.$$

The Laplacian multiplies the same mode by $-(q^2+m^2)/R^2$. The product is $\delta_t=\sigma\delta$ with the stated $\sigma$.

Put $s=q^2+m^2\ge0$. Then $\sigma=(B/R^4)s(1-s)$, which is positive precisely for $0<s<1$. An integer $m\ge1$ gives $s\ge1$, so growth requires $m=0$ and $0<q<1$. For $m\ge1$ the rate vanishes only when $s=1$, that is, for $m=1$, $q=0$. ∎

**General perturbations.** A sum of decaying modes could still grow for a while if the modes were not orthogonal. To exclude this, take a perturbation periodic in $z$ with period $L$ and expand it as

$$\delta=\sum_{m,n}c_{mn}(t)\,e^{im\theta+ik_nz},\qquad k_n=\frac{2\pi n}{L},$$

where $m$ and $n$ run over all integers. The equation has constant coefficients, so each $c_{mn}$ evolves independently at the rate $\sigma_{mn}$ obtained from $m^2$ and $k_n^2$. Let angle brackets denote the average over $\theta$ and $z$, and let $\delta'$ be $\delta$ minus its average over $\theta$. Orthogonality of the exponentials gives

$$\langle\delta'^2\rangle=\sum_{m\ne0,\,n}|c_{mn}(0)|^2e^{2\sigma_{mn}t}.$$

No exponent is positive, so the mean square of the non-axisymmetric part never increases in linear theory.

At finite amplitude the modes couple. The square of a non-axisymmetric mode contains

$$\cos^2(m\theta)\cos^2(kz)=\tfrac14\left[1+\cos(2m\theta)\right]\left[1+\cos(2kz)\right],$$

which includes an axisymmetric wave of wavenumber $2k$. Quadratic terms can therefore seed a growing mode if $0<2q<1$. This condition is not necessary: two decaying modes with the same $m$ also produce an axisymmetric wave at the difference of their wavenumbers, which grows if $0<|q_1-q_2|<1$. The theorem does not say that a wire with a large non-axisymmetric distortion is safe.

## The neutral translation and the bent wire

**Proposition.** A cylinder displaced sideways by any distance $a<R$ is stationary under the full law of motion.

**Proof.** A circle of radius $R$ centred at distance $a$ along $\theta=0$ satisfies $\rho^2-2a\rho\cos\theta+a^2=R^2$. The positive root is

$$\rho=a\cos\theta+\sqrt{R^2-a^2\sin^2\theta}.$$

The surface is still a cylinder of radius $R$, so $\kappa=1/R$ everywhere and $v_n=B\nabla_s^2(1/R)=0$. ∎

Expanding the root for small $a$ and using $\sin^2\theta=(1-\cos2\theta)/2$ gives

$$\rho=R+a\cos\theta-\frac{a^2}{4R}+\frac{a^2}{4R}\cos2\theta+\cdots.$$

The first-order part is the $m=1$, $q=0$ mode. The second-order terms are not a change of radius or an oval distortion. They describe the same circle from a displaced origin.

If the displacement varies along the wire, put $\delta=u(z,t)\cos\theta$. Since $\delta_{\theta\theta}=-\delta$, the hoop terms cancel and $\kappa_1=-u_{zz}\cos\theta$. The law of motion becomes

$$u_t=B\left(\frac{\partial^2}{\partial z^2}-\frac1{R^2}\right)(-u_{zz})
=B\left(\frac{u_{zz}}{R^2}-u_{zzzz}\right).$$

A uniform displacement and a small uniform tilt, $u=\alpha z$, are both stationary, as they must be for a rigid motion. A bend relaxes. When its wavelength is much longer than $2\pi R$ the first term dominates, and the axis straightens by ordinary diffusion with diffusivity $B/R^2$. This term comes from the angular part of the Laplacian: atoms travel around the circumference from the outer side of the bend to the inner side.

For an axisymmetric perturbation the corresponding equation is

$$\delta_t=-B\left(\frac{\delta_{zz}}{R^2}+\delta_{zzzz}\right).$$

Its leading long-wave term has the opposite sign. Long necks and bulges thus grow at nearly the same rate as bends of equal wavelength decay: $\sigma\simeq+Bk^2/R^2$ for $m=0$ and $\sigma\simeq-Bk^2/R^2$ for $m=1$.

In the opposite limit, $q^2+m^2\gg1$, the curvature of the cylinder no longer matters and $\sigma\simeq-BK^4$, where $K^2=k^2+m^2/R^2$. This is the decay rate of a ripple on a flat surface.

## The energetic reason

**Proposition.** At fixed volume, a mode with $(m,q)\ne(0,0)$ and mean square $\langle\eta^2\rangle$ changes the surface area per length by

$$\Delta A=\frac{\pi\langle\eta^2\rangle}{R}(q^2+m^2-1)$$

to second order in its amplitude.

**Proof.** Write $\rho=c_0+\eta$ with $\langle\eta\rangle=0$. The volume per length is $\pi\langle\rho^2\rangle=\pi(c_0^2+\langle\eta^2\rangle)$. Setting it equal to $\pi R^2$ gives

$$c_0=\sqrt{R^2-\langle\eta^2\rangle}\simeq R-\frac{\langle\eta^2\rangle}{2R}.$$

The area per length is $2\pi\langle\rho\sqrt{1+\eta_z^2+\eta_\theta^2/\rho^2}\rangle$. Expanding the root to second order,

$$A=2\pi\left[c_0+\frac R2\left\langle\eta_z^2+\frac{\eta_\theta^2}{R^2}\right\rangle\right].$$

For a single mode $\langle\eta_z^2\rangle=q^2\langle\eta^2\rangle/R^2$ and $\langle\eta_\theta^2\rangle=m^2\langle\eta^2\rangle$. Substitution gives

$$A=2\pi R-\frac{\pi\langle\eta^2\rangle}{R}+\frac{\pi\langle\eta^2\rangle}{R}(q^2+m^2).\qquad∎$$

The negative term arises because a wavy cylinder of the same volume has a smaller mean radius. The positive term is the extra area of the slopes. One full angular period, $m=1$, already supplies enough slope to cancel the gain, and any axial variation then makes the area larger. The factor $q^2+m^2-1$ in $\sigma$ is thus the energetic driving force, while the factor $q^2+m^2$ expresses how readily surface diffusion carries atoms between crests and troughs.

## The fastest-growing wave

For $m=0$, completing the square gives

$$\sigma=\frac{B}{R^4}q^2(1-q^2)=\frac{B}{R^4}\left[\frac14-\left(q^2-\frac12\right)^2\right].$$

The maximum lies at $q=1/\sqrt2$. With $\lambda=2\pi R/q$,

$$\lambda_{\max}=2\pi\sqrt2\,R,\qquad \sigma_{\max}=\frac{B}{4R^4}.$$

Growth requires $\lambda>2\pi R$. In linear theory a perturbation restricted to a period $L\le2\pi R$ therefore contains no growing mode. This does not guarantee stability against a perturbation of finite amplitude.

## Example: a bare copper wire

Consider a clean, free copper wire of radius 20 nm at 673 K. Rough typical parameters are $\gamma=1.7$ J/m² and $D_s=D_0e^{-E/k_BT}$ with $D_0=1.0\times10^{-3}$ cm²/s and $E=0.85$ eV. We set the face-centred cubic lattice constant to 0.3615 nm, a chosen input whose last digits do not matter here. This gives $\Omega=(0.3615\text{ nm})^3/4=0.01181$ nm³, and we take $\nu=\Omega^{-2/3}=19.28$ nm⁻². With $k_BT=0.05799$ eV,

$$D_s=10^{-3}e^{-0.85/0.05799}=4.31\times10^{-10}\ \text{cm}^2/\text{s}.$$

In nanometres and electronvolts $D_s=4.31\times10^4$ nm²/s and $\gamma=10.61$ eV/nm², so

$$B=\frac{(4.31\times10^4)(10.61)(0.01181)^2(19.28)}{0.05799}
\simeq2.12\times10^4\ \text{nm}^4/\text{s}.$$

Dividing by $R^4=1.6\times10^5$ nm⁴ gives $B/R^4=0.133$ s⁻¹. The cutoff wavelength is $2\pi R=126$ nm and the fastest wavelength is 178 nm. At the latter, $q^2=1/2$ and the three lowest angular modes behave as follows.

| $m$ | $\sigma R^4/B$ | $\sigma$ (s⁻¹) | e-fold time (s) |
|---|---|---|---|
| 0 | $+1/4$ | $+0.033$ | 30 |
| 1 | $-3/4$ | $-0.099$ | 10 |
| 2 | $-63/4$ | $-2.1$ | 0.5 |

An oval modulation shrinks by a factor $e$ in about half a second, while necks need $30\ln10\simeq69$ s to grow tenfold, for example from 0.2 to 2 nm. The starting value is about one atomic layer of copper (the (111) spacing is 0.21 nm), so it lies at the edge of a continuum description. At a wavelength of 2000 nm, $q=0.063$ and the rates are $+5.22\times10^{-4}$ s⁻¹ for $m=0$ and $-5.26\times10^{-4}$ s⁻¹ for $m=1$. Their near equality in size is the long-wave result above.

Small amplitude is a real restriction. For a uniform oval with $\delta=0.05R\cos2\theta$, linear theory gives a largest surface speed of $12\times0.05=0.60$ in units of $B/R^3$. Evaluating the full law $v_n=B\nabla_s^2\kappa$ numerically, with Fourier derivatives on 21 points around the circumference, gives 0.90 as the largest value at those points. They miss the narrowest places of the section, at $\theta=\pi/2$ and $3\pi/2$, so the true maximum is slightly larger.

## What a real wire changes

The absolute times are rough. At 673 K an error of 0.1 eV in $E$ changes every rate by $e^{0.1/0.058}\simeq6$, but leaves the wavelengths and signs unchanged. Every rate is also proportional to $D_0$, which is equally rough, so the times here and at other temperatures can be off by orders of magnitude. Other neglected effects can be sized for the same wire.

**Adatom density.** If the density of mobile atoms follows $e^{\mu/k_BT}$, the flux is proportional to $\nabla_se^{\mu/k_BT}$. To first order this equals $e^{\mu_0/k_BT}\nabla_s\mu/(k_BT)$, where $\mu_0=\gamma\Omega/R$. Here $\mu_0/(k_BT)=0.108$, so all rates rise by the same 11 %.

**Anisotropy.** Let $\gamma$ depend smoothly and evenly on the axial tilt of the surface, but not on $\theta$. The slope energy for $m=0$ then contains $\gamma+\gamma''$ in place of $\gamma$, and instability requires $q^2(1+\gamma''/\gamma)<1$. For rough values $\gamma''/\gamma=\pm0.15$ the cutoff wavelength becomes 135 or 116 nm. Facets lie outside this estimate, because $\gamma$ then has a cusp and the expansion fails. If the wire is faceted, neither its stability nor its fastest wavelength can be taken from the isotropic theorem. The low-index faces of copper are expected to remain faceted at 673 K, so the example illustrates the isotropic model and does not predict the behaviour of a single-crystal copper wire.

**Lattice diffusion.** Compare the atomic conductances of the cross-section and the perimeter:

$$\frac{D_v\pi R^2/\Omega}{D_s\nu\,2\pi R}=\frac{D_vR}{2D_s\nu\Omega}.$$

An assumed lattice diffusivity, chosen only for its order of magnitude, $D_v=0.20\,e^{-2.05\text{ eV}/k_BT}$ cm²/s $=8.9\times10^{-17}$ cm²/s makes this ratio $9\times10^{-6}$, which is negligible.

**Grain boundaries.** These are a serious omission in a polycrystalline wire. Where a boundary of energy $\gamma_{gb}$ meets the surface, force balance requires $2\gamma\sin\psi=\gamma_{gb}$, where $\psi$ is the surface tilt on each side. With a rough $\gamma_{gb}=0.60$ J/m², $\psi=10^\circ$ and the slope is 0.18. A wave of amplitude 0.2 nm at the fastest wavelength has a largest slope of only 0.007. The boundary therefore imposes a much larger disturbance than the one assumed, and the resulting groove spreads along the wire. The calculated times apply only within one grain, and only far enough from its boundaries that the disturbance from the groove is still small compared with the wave considered. Solving the linear equation with this slope imposed gives, after 10 s, a groove about 4 nm deep whose disturbance exceeds the growing 0.2 nm wave out to about 120 nm and exceeds a tenth of it out to about 190 nm. These distances keep growing, so the grain must be many hundreds of nanometres long.

**Use in a circuit.** With the same parameters at 378 K, the fastest e-fold time is of order $10^6$ s, or weeks. At this temperature an error of 0.1 eV in $E$ changes it by a factor of about 20. This is not an interconnect lifetime. Copper lines in a chip are enclosed by liners, caps and dielectric, so they lack the free surface on which the theorem rests. The result concerns bare wires, or lines exposed during processing insofar as they resemble free cylinders.
